Ballistic nanotube transistor: barrier-top self-consistency with wavevector integration

**1. Definitions and conventions**

Energies are measured from the source Fermi energy, so μ_S = 0 and μ_D = −qV_D, with q > 0 the elementary charge. The source is grounded. U is the midgap energy at the top of the barrier between source and drain, k is the wavevector along the tube, and θ = k_BT. The Fermi function is

f(E) = 1/(1 + e^(E/θ)).

For each contact define η = μ − U, its Fermi energy measured from midgap. A band state of energy ε above midgap then has occupation f(ε − η). Densities n are electrons per length, and capacitances are per length.

*Subbands.* On a tube of radius R with a honeycomb lattice, the full wavefunction is a valley phase times a slowly varying envelope. Going once around the tube must restore the full wavefunction. In the semiconducting tube considered here the valley phase advances by 2π/3, modulo 2π. The envelope wavevector κ around the tube therefore obeys 2πRκ + 2π/3 = 2πm, or

κ = (m − 1/3)/R, with m an integer.

The other valley has the opposite phase. In either valley the three smallest |κ|R are 1/3, 2/3 and 4/3, each occurring once. Two spins and two valleys give the degeneracy g = 4. The Dirac Hamiltonian of the envelope is the matrix

H = ħv [[0, κ − ik], [κ + ik, 0]].

Its square is (ħv)²(κ² + k²) times the unit matrix and its trace is zero, so the eigenvalues are ±ε with

ε_p(k) = √(Δ_p² + (ħvk)²), Δ_p = ħv|κ_p|.

The three retained half gaps stand in the ratio 1:2:4. This ratio belongs to the Dirac approximation. On the full honeycomb lattice the bands depend on direction away from the valley centre, and for tubes of radius near 0.6 nm nearest-neighbour tight binding changes the ratios by up to about 7 percent, depending on chirality.

*Density.* Without scattering, an electron moving towards the drain at the barrier top came from the source, and one moving towards the source came from the drain. If the contacts reflect nothing, +k states carry the source occupation and −k states the drain occupation. A length L holds L dk/2π states per spin and valley, hence

n(U) = Σ_p (g/2π) ∫₀^∞ dk [f(ε_p − η_S) + f(ε_p − η_D)].

*Electrostatics.* Let φ be the potential at the barrier top, coupled to gate, drain and source by constant capacitances C_G, C_D0 and C_S with sum C. The added electronic charge fixes the charge on these capacitors:

−q(n − n₀) = C_G(φ − V_G) + C_D0(φ − V_D) + C_Sφ.

Here n₀ is the density at zero bias, where φ = 0 and U = U₀. Solving for φ and using U = U₀ − qφ gives

U = U_L + (q²/C)(n(U) − n₀),
U_L = U₀ − q(α_GV_G + α_DV_D), α_G = C_G/C, α_D = C_D0/C.

The sign is physical: extra electrons raise the barrier.

**2. A calculation by hand**

Take the round model parameters R = 0.6 nm, v = 10⁶ m/s, T = 300 K, C = 150 pF/m, α_G = 0.90, α_D = 0.04, U₀ = −0.10 eV, V_D = 0.30 V and V_G = 0.50 V. They give ħv = 0.65821 eV nm, θ = 0.025852 eV, Δ₁ = 0.36567 eV and q²/C = 1.0681 eV nm. The potential without added charge is

U_L = −0.10 − 0.90×0.50 − 0.04×0.30 = −0.562 eV.

Test the trial value U = −0.40243 eV, so η_S = 0.40243 eV. The source Fermi energy lies 0.0368 eV above the first band edge, and about 0.33 eV below the second. The drain value is η_D = 0.10243 eV, about 0.26 eV below the first edge. For a hand estimate it suffices to fill the first subband from the source.

Use the trapezoidal rule with the coarse step δk = 0.24 nm⁻¹:

k = 0: ε = 0.3657 eV, f = 0.8056
k = 0.24 nm⁻¹: ε = 0.3983 eV, f = 0.5395
k = 0.48 nm⁻¹: ε = 0.4833 eV, f = 0.0420
k = 0.72 nm⁻¹: ε = 0.5986 eV, f = 0.0005

The endpoint counts half, so

∫₀^∞ f dk ≈ 0.24 × (0.4028 + 0.5395 + 0.0420 + 0.0005) = 0.2364 nm⁻¹.

Multiplication by g/2π = 0.6366 gives n ≈ 0.1505 nm⁻¹. The converged density is 0.1494 nm⁻¹, so four function values miss it by only about 0.7 percent.

Now close the loop. The zero-bias density, 8.3×10⁻⁶ nm⁻¹, is negligible here, and

U_L + (q²/C)n ≈ −0.5620 + 1.0681×0.1505 = −0.4013 eV.

This differs from the trial value by a little over 1 meV. With the converged density the right side is −0.5620 + 0.1596 = −0.4024 eV, and the equation is satisfied. Two questions remain: why so few points suffice, and how to find U when it is not supplied.

**3. The singularity in energy**

For one subband, k = √(ε² − Δ²)/(ħv). Differentiation gives

dk = ε dε/(ħv√(ε² − Δ²)).

The same integral is therefore

∫₀^∞ f dk = (1/ħv) ∫_Δ^∞ f(ε − η) ε/√(ε² − Δ²) dε.

The factor g/(2πħv) × ε/√(ε² − Δ²) is the density of states for one direction of motion. It diverges at the band edge. With ε = Δ + x and x small,

ε/√(ε² − Δ²) ≈ Δ/√(2Δx) = √(Δ/2) x^(−1/2).

This is integrable, but a uniform energy grid treats it poorly. The midpoint rule with step δ replaces the integral of x^(−1/2) up to Nδ, which is 2√(Nδ), by

δ Σ_{j=0}^{N−1} [(j + ½)δ]^(−1/2) = √δ Σ_{j=0}^{N−1} (j + ½)^(−1/2).

For large N the last sum tends to 2√N + ζ(½,½), which defines the Hurwitz zeta value ζ(½,½) = −0.6049. The 2√N part reproduces the integral. The leading error of the energy integral, before division by ħv, is thus

ζ(½,½) √(Δ/2) f(Δ − η) √δ.

The next term of the integrand, proportional to x^(1/2), contributes only at order δ^(3/2).

In the example a 1 meV step gives

−0.6049 × √(0.18284×0.001) × 0.8056 = −0.00659 eV.

Dividing by ħv gives −0.0100 nm⁻¹, or −4.3 percent of the integral. The computed error is −4.27 percent. A step four times smaller halves it, to −2.13 percent.

In k the Jacobian cancels the divergence identically. With equal numbers of intervals up to k = 1.92 nm⁻¹, the relative errors are:

8 intervals: 0.7 percent in k, −55 percent in energy
16 intervals: −0.001 percent in k, −34 percent in energy
32 intervals: below 10⁻⁹ in k, −24 percent in energy

**4. Why the wavevector rule converges exponentially**

The function F(k) = f(ε(k) − η) is even, analytic near the real axis, and decays rapidly. Define its transform

F̂(K) = ∫_{−∞}^{∞} F(k) e^(iKk) dk.

Poisson summation states

δk Σ_j F(jδk) = Σ_m F̂(2πm/δk), with j and m over all integers.

The term m = 0 is the integral; the others are the error. Since F is even, the half-line rule is half of this sum, and the terms m = ±1 are equal. The leading half-line error is therefore F̂(K) with K = 2π/δk.

To evaluate it, move the contour upwards in the complex k plane, where e^(iKk) decays. Two kinds of singularity are met. The square root has a branch point at k = iΔ/(ħv), and we cut the plane from there up the imaginary axis. On this sheet Re ε > 0. The Fermi function has poles at ε = η ± iπθ, η ± 3iπθ and so on, which lie on this sheet only if η > 0. The nearest pole in the first quadrant has

ε_* = η + iπθ, (ħvk_*)² = ε_*² − Δ².

Higher poles lie farther up. To see this, write ε = η + iy. Then d(ħvk)/dy = iε/(ħvk), whose imaginary part is Re[ε/(ħvk)]. This is positive because ε and k are both in the first quadrant.

Near the pole f ≈ −θ/(ε − ε_*), since the exponential has the value −1 and slope −1/θ there. With dε/dk = (ħv)²k/ε, the residue in k is −θε_*/((ħv)²k_*). The mirror pole at −k_*^* (the superscript star is complex conjugation) adds the complex conjugate contribution. If Im k_* < Δ/(ħv), the leading error on a sufficiently fine grid is

F̂(K) ≈ 2 Re[−2πiθ ε_* e^(2πik_*/δk)/((ħv)²k_*)].

In the example k_* = 0.3232 + 0.2334i nm⁻¹, while the branch point is at 0.5556i nm⁻¹. The formula predicts a relative error of 7.18×10⁻³ for the hand calculation's step; the computed one is 7.16×10⁻³. At δk = 0.12 nm⁻¹ both are −1.14×10⁻⁵. The changing sign comes from the real part of k_*, which makes the error oscillate. For the working step 0.03 nm⁻¹ the exponential factor is 6×10⁻²², far below rounding error.

Two limits show how the step must be chosen.

*Low temperature, with η > Δ.* To first order in θ,

(ħvk_*)² ≈ η² − Δ² + 2πiθη,
Im k_* ≈ πθη/(ħv√(η² − Δ²)).

The pole approaches the real axis in proportion to T, because F becomes a step in k. The grid must be refined in the same proportion. At T = 0 the exponential law is lost, but the integral is elementary: k runs up to √(η² − Δ²)/(ħv).

*Low density, with Δ − η ≫ θ.* Here f ≈ e^(η/θ)e^(−ε/θ). Write β = 1/θ and ħvk = Δ sinh t, so ε = Δ cosh t. The integral representation of the modified Bessel function K₁ gives

∫₀^∞ e^(−βε) dk = (Δ/ħv) ∫₀^∞ cosh t e^(−βΔ cosh t) dt = (Δ/ħv) K₁(βΔ).

For the error let s = 2π/(ħvδk), ρ = √(β² + s²), β = ρ cos χ and s = ρ sin χ. Put u = ħvk and consider

J = ∫_{−∞}^{∞} e^(−βε + isu) du/ε = ∫_{−∞}^{∞} e^(−Δρ cosh(t − iχ)) dt = 2K₀(Δρ).

The middle form uses du/ε = dt and β cosh t − is sinh t = ρ cosh(t − iχ). The last follows by shifting the contour by iχ, which is allowed because χ < π/2. Applying −∂/∂β removes the factor 1/ε. Since K₀′ = −K₁ and ∂ρ/∂β = β/ρ, the leading half-line error is

(2Δβ/(ħvρ)) K₁(Δρ).

Relative to the integral it falls roughly as e^(−Δ(ρ − β)). A coarse grid confirms this Bessel formula, for the integrand e^(−βε), to better than one part in 10⁴ of the error. The Boltzmann form has no poles, however. For η > 0 the pole term of the Fermi function, divided by the small integral, must be checked too, because on a fine grid it can be the larger of the two.

**5. Finding the barrier energy**

Define the mismatch

G(U) = U − U_L − (q²/C)(n(U) − n₀).

Raising U lowers every occupation, so n decreases with U. With the quantum capacitance C_Q = −q² ∂n/∂U > 0,

G′(U) = 1 + C_Q/C > 1.

There can be only one root. A bracket proves that it exists and starts the search:

U_lo = U_L − (q²/C)n₀,
U_hi = U_lo + (q²/C)n(U_lo).

Insertion gives G(U_lo) = −(q²/C)n(U_lo) < 0. At the upper end, G(U_hi) = (q²/C)[n(U_lo) − n(U_hi)] > 0, because n decreases. The mean value theorem and G′ > 1 also give a usable error bound:

|U − U_*| ≤ |G(U)|,

where U_* is the root. It refers to the equation as evaluated, not to errors of the model.

Newton's step is U → U − G/(1 + C_Q/C). For V_G = 0.50 V, starting at U_lo:

U = −0.5620 eV, G = −0.441 eV
U = −0.3842 eV, G = 0.0600 eV
U = −0.40269 eV, G = −8.7×10⁻⁴ eV
U = −0.402428 eV, G = 9.8×10⁻⁸ eV

One further step leaves only rounding error.

To guarantee convergence, bisect whenever the Newton point leaves the bracket or |G| has not at least halved since the previous evaluation. Every evaluated point replaces the bracket end of the same sign. If bisection occurs infinitely often, the bracket shrinks to zero. If it eventually stops, |G| halves at every later step. In exact arithmetic both cases lead to the root.

Plain substitution, U → U_L + (q²/C)(n(U) − n₀), is less reliable. Its derivative at the root is −C_Q/C, so a small error is multiplied by that factor. At V_G = 0.50 V the factor is −2.30: the error changes sign and grows. After 200 substitutions started 1 meV from the root, the last two distances were 0.160 and 0.282 eV. At V_G = 0.20 V, C_Q/C = 0.217 and the same procedure converged.

**6. Current and conductances**

The velocity of a band state is (1/ħ)dε/dk. The source contribution to the current is

qΣ_p (g/2π) ∫₀^∞ (1/ħ)(dε_p/dk) f(ε_p − η_S) dk = (gq/h) Σ_p ∫_{Δ_p}^∞ f(ε − η_S) dε.

The velocity has cancelled the density of states. Each energy integral is θ ln(1 + e^((η_S−Δ_p)/θ)), as differentiation with respect to the lower limit confirms. Subtracting the opposite flow from the drain gives

I = (gqθ/h) Σ_p [ln(1 + e^((η_S−Δ_p)/θ)) − ln(1 + e^((η_D−Δ_p)/θ))].

In the hand example gqθ/h = 4.006 μA and the first logarithm is ln(1 + e^1.422) = 1.638. Their product is 6.56 μA, the full result to this precision.

For small changes of bias, let F_S and F_D be the sums over p of the band-edge occupations f(Δ_p − η) for the two contacts. Differentiating the logarithms gives

dI = −(gq/h)(F_S − F_D) dU − (gq/h)F_D dμ_D.

At fixed V_D the barrier equation gives (1 + C_Q/C)dU = −qα_G dV_G. Hence

g_m = ∂I/∂V_G = (gq²/h)(F_S − F_D) α_G/(1 + C_Q/C).

When V_D changes, dμ_D = −q dV_D also changes the drain-filled density. With C_D = q²∂n/∂μ_D at fixed U,

(1 + C_Q/C)dU = −q(α_D + C_D/C) dV_D,
g_d = ∂I/∂V_D = (gq²/h)[F_D + (F_S − F_D)(α_D + C_D/C)/(1 + C_Q/C)].

With gq²/h = 155.0 μS, F_S = 0.806 and C_Q/C = 2.304, the first formula gives

g_m ≈ 155.0 × 0.806 × 0.90/3.304 = 34.0 μS.

The second gives g_d = 1.52 μS, nearly all of it from the drain's electrostatic pull on the barrier. Finite differences of complete solutions agree with both formulas to better than 10⁻⁴ relative, also at V_D = 0.05 V, where injection from the drain matters more.

**7. The algorithm in general**

1. Compute the half gaps Δ_p and choose a k grid starting at zero. For an exponential factor τ, take δk ≤ 2πa/ln(1/τ). Here a is the smallest height of a singularity above the real axis: Im k_* or Δ_p/(ħv), whichever is less, with Im k_* counted only for η > 0. Extend the grid until the occupations are negligible. At low density the integral itself is small, so check the relative error with the Bessel formula and, for η > 0, also with the pole formula, taking the larger as the estimate. The pole formula holds for fine grids; on a coarse grid at small η it overstates the error.
2. Evaluate n₀ at U = U₀ with both Fermi energies zero.
3. For each bias form U_L and the bracket of section 5.
4. Evaluate n by the trapezoidal rule, with half weight at k = 0. On the same grid evaluate C_Q, whose integrand contains f(1 − f)/θ in place of f. Its poles are double, so its error carries an extra factor proportional to 2π/δk and exceeds that of n. This does not move the root, but it enters g_m and g_d, so choose τ with a margin.
5. Update U by the guarded Newton step until |G| is below the required energy error.
6. Insert U in the closed forms for I, g_m and g_d.

As an independent check, the density was also integrated in energy with the inverse square root built into the quadrature weight. The self-consistent U found that way, with a different root finder, agrees to within 10⁻⁹ eV.

**8. Reading the solution**

The gate sweep at V_D = 0.30 V gives:

V_G = 0: U = −0.112 eV, I = 2.19×10⁻⁴ μA, C_Q/C = 2.7×10⁻⁴
V_G = 0.20 V: U = −0.286 eV, I = 0.181 μA, C_Q/C = 0.217
V_G = 0.40 V: U = −0.375 eV, I = 3.55 μA, C_Q/C = 2.12
V_G = 0.50 V: U = −0.402 eV, I = 6.56 μA, C_Q/C = 2.30

At low gate voltage there is little charge and U follows the gate with slope −qα_G. The current is then proportional to e^(−U/θ), so the swing, the gate voltage per decade of current, is

S = ln(10) θ(1 + C_Q/C)/(qα_G) → ln(10) θ/(qα_G) = 66.1 mV.

The solved currents give 66.2 mV. At high gate voltage the added charge screens the gate. Between 0.40 and 0.50 V, U falls by 0.028 eV, instead of the 0.090 eV expected without charge.

The mean velocity I/(qn) at V_G = 0.50 V is 2.7×10⁵ m/s, well below v. A state's velocity is v√(1 − Δ²/ε²), which vanishes at the band edge, and the occupied states lie near that edge.

**9. Where the model fails**

The contacts must be consistent with the assumed barrier. Suppose the conduction edge in each contact lies an energy D below its Fermi energy. At V_G = 0.50 V the barrier top is at U + Δ₁ = −0.037 eV, so a barrier above the source exists only if D > 0.037 eV.

Holes set the opposite limit. At V_G = 0 the valence top at the barrier is at −0.112 − 0.366 = −0.478 eV, while μ_D = −0.300 eV. The drain conduction edge stays above that valence top only if D < 0.178 eV. Otherwise an elastic band-to-band tunnelling window opens: valence electrons at the barrier can pass into thermally emptied drain states, and the holes they leave behind lower the barrier. At V_G = 0 such empty states are rare: 0.178 eV below μ_D their fraction is 1/(1 + e^(0.178 eV/θ)) ≈ 10⁻³. This is still about 19 times the electron occupation at the conduction edge, 5.5×10⁻⁵, so the holes could outnumber the electrons, although they would shift U by less than 0.3 meV. The fraction grows as a more negative gate voltage lifts the valence top towards μ_D. The calculation omits this charge. Even without that window, neglecting stored holes remains an assumption.

Short barriers let electrons tunnel below the top and reflect some of those arriving above it, and scattering sends source electrons back. The density and current used here include none of these effects. A strongly bias-dependent barrier shape invalidates constant C, α_G and α_D. The precision of the numerical solution does not reduce these model errors. The full numerical output follows.

Computed results

```
radius = 0.60 nm, v = 1.00e+06 m/s, T = 300 K
C = 150 pF/m, degeneracy = 4
alpha_G = 0.90, alpha_D = 0.04
U0 = -0.10 eV, V_D = 0.30 V
kT = 0.025852 eV, hbar*v = 0.658212 eV nm
half gaps = 0.36567, 0.73135, 1.46269 eV
q^2/C = 1.06812 eV nm
n0 = 8.3254e-06 1/nm
k step = 0.030 1/nm, k max = 3.00 1/nm
Bias table: V_G(V), U(eV), n(1/nm), I(uA), C_Q/C, evaluations
0.00 -0.112002 6.6220e-06 2.1939e-04 2.7359e-04 2
0.10 -0.201781 2.1316e-04 7.0643e-03 8.7961e-03 3
0.20 -0.286220 5.4200e-03 1.8117e-01 2.1700e-01 4
0.30 -0.341672 3.7765e-02 1.3341e+00 1.2443e+00 5
0.40 -0.374817 9.0993e-02 3.5476e+00 2.1194e+00 6
0.50 -0.402428 1.4940e-01 6.5613e+00 2.3045e+00 5
Newton history at V_G = 0.50 V: U(eV), G(eV)
-0.5620088925 -4.412e-01
-0.3842374926 5.995e-02
-0.4026911325 -8.709e-04
-0.4024275180 9.794e-08
-0.4024275476 1.221e-15
U_L on = -0.562000 eV
U on, independent solver = -0.4024275476 eV
source, drain parts of C_Q/C on = 2.30427, 1.889e-04
I on from eigenvalues = 6.56132 uA
I on from logarithms = 6.56131 uA
on/off current ratio = 2.9908e+04
mean velocity I/(q n) on = 2.7411e+05 m/s
nearest pole k = 0.32316 + 0.23344 i 1/nm
branch point = 0.55556 i 1/nm
exp(-2 pi Im k/dk) = 5.84e-22
k rule: step(1/nm), relative error, pole prediction
0.24 7.1632e-03 7.1777e-03
0.18 -9.4180e-04 -9.4178e-04
0.12 -1.1447e-05 -1.1447e-05
zeta(1/2,1/2) = -0.604899
energy rule: step(meV), relative error, prediction
1.00 -4.2682e-02 -4.2658e-02
0.25 -2.1332e-02 -2.1329e-02
equal intervals: count, k-rule error, energy-rule error
8 7.16e-03 -5.52e-01
16 -1.14e-05 -3.42e-01
32 7.23e-11 -2.37e-01
plain substitution factor on = -2.30446
its last distances = 0.15957, 0.28164 eV
g_m = 33.9994 uS, finite difference 33.9994 uS
g_d = 1.5241 uS, finite difference 1.5241 uS
swing = 66.160 mV/decade, limit 66.140
drain edge may lie 0.1777 eV below mu_D
```
